Why a density-detected time-of-flight trace is not the effusive flux distribution

A tin cell for molecular beam epitaxy sends a beam of atoms through a small orifice. A chopper lets a short pulse through, and half a metre further on an electron-impact ionizer turns a few of the atoms into ions, which are filtered by mass and counted. The record is a count rate against time: it rises, peaks a little before 1 ms, and falls off with a long tail. What distribution is this curve?

A natural belief is that it is the flux distribution of the beam. The counter registers separate events per second, and molecules arriving per second are a flux. Fast molecules come first and slow ones last, so the time axis seems only to need relabelling as a speed axis.

The counter, however, registers ions, not arrivals. A molecule that crosses the ionizer slowly is exposed to the electrons for longer and is more likely to be counted. The trace therefore follows the number density in the ionizer. A simple remedy, to multiply it by the molecular speed, is right for one quantity and wrong for another that is easily confused with it.

**What leaves the orifice**

Let the source gas have temperature T and molecular mass m, and define

v_p = √(2kT/m).

Take a thin-walled orifice, small compared with the mean free path, so that molecules leave without colliding in it. In the gas, the number with speed between v and v + dv, moving into a solid angle dΩ, is proportional to v² exp(−v²/v_p²) dv dΩ. Those that cross an area A in a time δ, at an angle θ to its normal, come from a slanted column of volume A v δ cos θ. The crossing rate therefore carries one more factor of v:

rate ∝ v³ exp(−v²/v_p²) cos θ dv dΩ.

The angle enters as a separate factor, so the distribution of speeds is the same in every direction. To normalize it, put s = v²/v_p², so that v³ dv = (v_p⁴/2) s ds. Since ∫ s exp(−s) ds from 0 to ∞ is 1, the integral of v³ exp(−v²/v_p²) is v_p⁴/2, and

F(v) = (2v³/v_p⁴) exp(−v²/v_p²).

This is the flux distribution per unit speed: F(v) dv is the fraction of emitted molecules with speeds in dv.

**What the detector sees**

Let N molecules heading for the detector pass the gate at time zero, in a pulse much shorter than the flight time. With no collisions on the way, a molecule of speed v is at x = vt. At a fixed time t, those between x and x + dx have speeds in a range dv = dx/t, so their number per unit length is

N F(x/t)/t.

At the detector, x = L and v = L/t. The beam's cross-section there is fixed, so the number density is proportional to

S(t) = F(L/t)/t = [2L³/(v_p⁴t⁴)] exp[−L²/(v_p²t²)].

The arrival rate is a different quantity. Molecules arriving during dt have speeds in a range |dv| = (L/t²) dt, because v = L/t. The fraction of the pulse arriving per unit time is therefore

R(t) = F(v) L/t² = v F(v)/t = v S(t).

This is the ordinary relation that flux equals density times speed. It applies at each instant because, after a short gate, all the molecules at the detector have nearly the same speed.

It remains to show that the ionizer responds to S and not to R. Let its length be ℓ, and let a molecule inside it be ionized at a rate ν. The molecule stays for a time ℓ/v, so its probability of being ionized is

P(v) = 1 − exp(−νℓ/v).

When νℓ/v is small, P ≈ νℓ/v. The ion signal is the arrival rate times this probability:

N R P ≈ N (vS)(νℓ/v) = N νℓ S.

The speed has cancelled. For the example I assume an ionization cross-section of 10⁻¹⁹ m² and an electron current density of 10 mA/cm², both rough. The rate ν is the cross-section times the electron flux, or 10⁻¹⁹ × 100/(1.602 × 10⁻¹⁹) ≈ 62 s⁻¹. For tin of mass number 120 at 1400 K, v_p = 440.6 m/s, and an atom of this speed spends 0.010/440.6 s ≈ 23 μs in the 10 mm ionizer, so P ≈ 1.4 × 10⁻³. About one such atom in 700 is ionized, and the weak-ionization limit holds well.

**Multiplied by speed, but plotted against what?**

The product vS is the arrival rate per unit time. It is not F(v), the flux per unit speed. From the definition of S,

F(v) = t S(t).

The two factors, v and t, even vary in opposite directions along the trace. The difference comes from the width of the bins. A time interval dt holds a speed interval |dv| = (v²/L) dt, which is wide for fast molecules and narrow for slow ones. To pass from a rate per unit time to a distribution per unit speed, one multiplies by |dt/dv| = L/v²:

vS × L/v² = S L/v = tS.

Two points on the tin trace make this concrete. The source is at 1400 K and the path is 0.50 m, so arrivals at 0.5 ms and 2.0 ms have speeds of 1000 and 250 m/s. Relative to its maximum, S is 0.284 at the first time and 0.139 at the second, a ratio of 2.05. The arrival rate needs the speed ratio of 4, which gives 8.2. The flux per unit speed needs the time ratio of 1/4, which gives 0.51. So the density at the early time is twice that at the late time, the arrival rate is eight times as large, and the flux per unit speed is half as large. All three statements describe the same beam.

In an integral over time, multiplying by speed is all that is needed, because the integral takes care of the bin width. With dt replaced by (L/v²) dv, and the limits put in increasing order of v,

S dt → (vF/L)(L/v²) dv = F dv/v,

vS dt → F dv.

An average over the raw trace is thus an average over density, and an average weighted by v is an average over flux.

**The error in the mean energy**

Write I_n for the integral of vⁿ exp(−v²/v_p²) from 0 to ∞. Since v exp(−v²/v_p²) is the derivative of −(v_p²/2) exp(−v²/v_p²), integration by parts gives

I_(n+2) = [(n + 1)/2] v_p² I_n,

where the boundary terms vanish for n ≥ 0. The raw trace has weight F/v ∝ v² exp(−v²/v_p²), so its mean square speed is I₄/I₂ = (3/2)v_p². The speed-weighted trace has weight F, and its mean square speed is I₅/I₃ = 2v_p². Because mv_p²/2 = kT, the mean kinetic energies are

density average: (3/2)kT,

flux average: 2kT.

For tin at 1400 K, kT = 0.1206 eV, and the two averages are 0.181 eV and 0.241 eV. Someone who averages over the raw trace and believes the result to be the flux average will set (3/2)kT = 2kT′ and find T′ = 3T/4 = 1050 K. The cell appears 350 K too cold.

A particle simulation tested this without assuming F or S. Molecules were drawn from a Maxwell gas behind the orifice; the 1.13 million that crossed during a 20 μs gate were flown forward, and those inside the ionizer were counted at each instant. The mean energy weighted by these counts was 0.1806 eV; weighted by counts times speed, it was 0.2411 eV. If the first is called a flux average, the temperature comes out as 1048 K; the second gives 1399 K. At six speeds between 0.8v_p and 1.8v_p, the counts times t also agreed with the histogram of molecular speeds, and the counts times v with the histogram of arrival times, each within 6 %.

**The error in the peak**

A temperature can also be read from the position of a maximum, and here the sign of the error depends on the axis. For a function of time t⁻ⁿ exp[−L²/(v_p²t²)], setting the derivative of the logarithm to zero gives

−n/t + 2L²/(v_p²t³) = 0, so t = (L/v_p)√(2/n).

With L/v_p = 1.135 ms, the density signal (n = 4) peaks at 0.802 ms and the arrival rate (n = 5) at 0.718 ms. The density peak is later because slow molecules are over-represented. If it is taken for the arrival-rate peak, the inferred temperature T′ satisfies

(2/5) L²m/(2kT′) = (2/4) L²m/(2kT),

so T′ = 4T/5 = 1120 K, which is too low.

Now plot against speed. A function vⁿ exp(−v²/v_p²) peaks where n/v = 2v/v_p², or v² = (n/2)v_p². The true flux distribution F has n = 3 and peaks at 540 m/s. The raw signal S = vF/L has n = 4 and peaks at 623 m/s. The product vS has n = 5 and peaks at 697 m/s. Since a peak read as that of F gives a temperature proportional to its speed squared, the raw signal gives 4T/3 = 1867 K and the product gives 5T/3 = 2333 K. On this axis, multiplying by speed makes the error worse. The cure is to multiply by t, which removes the surplus power of v.

A fit to the whole curve offers some warning. The simulated trace was fitted at 186 equally spaced times from 0.3 to 4.0 ms, with amplitude and temperature free. The density form, with t⁻⁴, gave 1398 K and a root-mean-square misfit of 0.3 % of the peak height. The arrival-rate form, with t⁻⁵, gave 1088 K and a misfit of 3.6 %. With the time origin held fixed, as here, the wrong form cannot match the shape by adjusting the temperature and amplitude, so the residuals should be inspected as well as the fitted value. The warning is weaker if the time origin is also fitted: applied to the noise-free density curve, the t⁻⁵ form then shifts the origin by about 110 μs, lowers the misfit to 1.2 % and gives about 830 K.

**When multiplying by speed is wrong**

The factor v came from P ∝ 1/v, not from the time of flight itself. In general the arrival rate is the ion signal divided by P(v). If the ionizer were so strong that νℓ/v was large for all the molecules that matter, P would approach 1 and the signal would already be the arrival rate. A further factor of v would then give the weight vF, with mean square speed I₆/I₄ = (5/2)v_p². Interpreted as a flux average, this corresponds to 5T/4 = 1750 K. For such a detector the original belief is correct, provided that "flux distribution" means the rate per unit arrival time.

In the weak ionizer of the example, the small departure from P ∝ 1/v slightly under-counts slow atoms. It raises the temperature found from the speed-weighted average by only 0.2 K.

A continuous beam shows another side of the same distinction. With the gate left open, molecules of all speeds are in the ionizer together, and the signal must be multiplied by their mean speed, which depends on the source temperature. If J is the flux at the detector, each speed contributes JF dv/v to the density n, so

n = J (2/v_p⁴) I₂ = J √π/(2v_p),

where I₂ = √π v_p³/4. Hence J = (2v_p/√π) n. If the same species is measured at two cell temperatures with a fixed ionizer, the flux ratio is the signal ratio times √(T₂/T₁). A density-type flux monitor thus slightly understates the growth of the deposition flux as the cell is heated.

**How the example compares with a real tin beam**

A source temperature of 1400 K lies in the rough working range of tin cells, and the assumed source pressure of 1.5 × 10⁻³ Torr is roughly the vapour pressure of tin at that temperature. With an assumed collision diameter of 0.4 nm, the mean free path in the source is 136 mm. For the 1 mm orifice the ratio of the two, the Knudsen number, is 136, so collisions in the opening are rare. A deposition cell may instead have a wide, open crucible. For a 20 mm mouth at the same pressure the ratio would be about 7, and hotter cells would bring it lower. Once collisions near the mouth matter, F is no longer the right starting point; the size of that change is not calculated here. The relation between density and arrival rate at a distant detector survives, provided that the molecules then fly freely.

The largest instrumental correction estimated for this example is the flight time of the ions after ionization. At an assumed 10 eV over 0.20 m, it adds about 50 μs to the recorded times. If it is not subtracted, all atoms seem slower, and the speed-weighted average gives 1202 K, which is 14 % below the true value. The speed factor and the timing must therefore both be right. A timing error of 1 μs moves this temperature by about 4.5 K, so an ion energy of 9 or 11 eV taken for 10 eV gives 1388 or 1410 K. The delay is also not quite constant. If an ion keeps the kinetic energy of its parent atom, the delay falls from 49.8 μs at 250 m/s to 48.4 μs at 1000 m/s, and subtracting a single value leaves the result about 5 K too high. In a real ionizer the electron space charge shifts the ion energy as well: at 10 mA/cm² of 70 eV electrons, an unneutralized column has a well of about 2 V for a radius of 2 mm and 14 V for 5 mm. The delay should therefore be calibrated, not computed from the nominal ion energy.

The other effects are smaller, again judged by the speed-weighted average. The finite gate and ionizer length change the temperature by 0.8 K when times are measured from the middle of the gate. Background nitrogen at 10⁻⁷ Torr, with an assumed cross-section of 5 × 10⁻¹⁸ m², scatters at most 1.2 % of the atoms that travel at v_p. Slow atoms are lost more readily, and the same estimate raises the apparent temperature by about 2 K. If there were one tin dimer per hundred atoms in the source, ionized as readily as an atom and always recorded as an atomic ion, the result would fall by about 5 K; that dimer fraction is an assumption, not a property of tin. A horizontal beam drops by about 3 μm before the density peak arrives. The values behind these estimates are collected in the numerical output.

For an actual trace, then, the order of work is to subtract the ion delay, establish how the ionization probability depends on speed, and decide which distribution is wanted. With a weak ionizer and a short gate, vS(t) is the flux as it arrives in time, and tS(t) is the flux as it is distributed over speed.

Computed values

```
source T = 1400 K, Sn mass = 119.902 u, kT = 0.1206 eV
flight path = 0.50 m, gate = 20 us, ionizer length = 10 mm
vp = 440.6 m/s, L/vp = 1.1347 ms
peak of density signal S(t): 0.8024 ms
peak of arrival rate v*S: 0.7177 ms
peak of flux speed distribution F(v): 539.7 m/s
peak of S plotted against v: 623.2 m/s
peak of v*S plotted against v: 696.7 m/s
table, each column relative to its own maximum:
t (ms)   v (m/s)   S       v*S     t*S = F
0.5       1000.0   0.2841  0.4302  0.1653
0.8        625.0   1.0000  0.9465  0.9310
1.2        416.7   0.6040  0.3811  0.8435
2.0        250.0   0.1387  0.0525  0.3229
mean energy, density average 3kT/2 = 0.1810 eV
mean energy, flux average 2kT = 0.2413 eV
simulated molecules through gate = 1126634
simulation: mean energy weighted by S = 0.1806 eV
simulation: mean energy weighted by v*S = 0.2411 eV
simulation: T from v*S average = 1399 K
simulation: T if S average is called flux average = 1048 K
fit of t^-4 density form: T = 1398 K, rms misfit = 0.32 % of peak
fit of t^-5 flux form to S: T = 1088 K, rms misfit = 3.64 % of peak
S(t) peak misread as arrival-rate peak: T = 1120 K
S against v misread as F(v): T = 1867 K
v*S against v misread as F(v): T = 2333 K
ionizer: cross section = 1.0e-19 m^2, current density = 10 mA/cm^2
ionization probability at vp = 1.42e-03
T with ionizer depletion = 1400.2 K
complete ionization: T without speed factor = 1400 K, with it = 1750 K
source: p = 1.5e-03 Torr, orifice = 1.0 mm, diameter = 0.4 nm
source mean free path = 136 mm, Knudsen number = 136
T with gate and ionizer blur = 1400.8 K
ion energy = 10 eV, ion path = 0.20 m, ion delay = 49.9 us
T if ion delay is not subtracted = 1202 K
background N2: p = 1e-07 Torr, T = 300 K, cross section = 5e-18 m^2
scattered fraction at vp (upper bound) = 1.23 %
T with background scattering = 1402.1 K
T with 1 % dimers in source, all read as atoms = 1395.1 K
gravity drop at S(t) peak time = 3.16 um
```
